Spin-orbit coupling between multiplets from one triplet transition density

Q: I have spin-free wave functions for two multiplets, each computed at M = 0. You say that one triplet transition density gives all the spin-orbit elements between them. For two triplets that density comes out as zero. Should I not conclude that they do not couple?

A: No, but we should first settle which operator acts. I assume an effective one-electron operator,

H_SO = Σ_i h(i)·s(i),

with ħ = 1, so that s is dimensionless and h is an energy. In atomic units the nuclear part of h is (1/2c²) Σ_A Z_A l_A/r_A³, and a mean field of the other electrons is added to it. I also assume that the states |I S M⟩ are true spin eigenstates.

Let a†_{pα} and a†_{pβ} create electrons in orthonormal orbital p. The Pauli matrices give

H_SO = ½ Σ_pq [(h_x − i h_y)_pq a†_{pα}a_{qβ} + (h_x + i h_y)_pq a†_{pβ}a_{qα} + h_{z;pq}(a†_{pα}a_{qα} − a†_{pβ}a_{qβ})].

Now define

T^1_pq = −a†_{pα}a_{qβ}
T^0_pq = (a†_{pα}a_{qα} − a†_{pβ}a_{qβ})/√2
T^−1_pq = a†_{pβ}a_{qα}

and h_{±1} = ∓(h_x ± i h_y)/√2, h_0 = h_z. The first term has coefficient ½(h_x − i h_y) = h_{−1}/√2, and the minus sign in T^1 turns it into −h_{−1}T^1/√2. The second has ½(h_x + i h_y) = −h_{+1}/√2. The third is h_0T^0/√2. Together,

H_SO = (1/√2) Σ_pq Σ_m (−1)^m h_{−m;pq} T^m_pq.

Your M = 0 density contains T^0 alone. The operator also contains T^1 and T^−1.

Q: Then I need three densities, and for every pair of M values. Why should one be enough?

A: Because the three T^m are components of one vector in spin space. With S_+ = Σ_r a†_{rα}a_{rβ}, S_− = (S_+)† and the rule

[a†_i a_j, a†_k a_l] = δ_jk a†_i a_l − δ_il a†_k a_j,

we find

[S_+, T^−1_pq] = a†_{pα}a_{qα} − a†_{pβ}a_{qβ} = √2 T^0_pq
[S_+, T^0_pq] = (−a†_{pα}a_{qβ} − a†_{pα}a_{qβ})/√2 = √2 T^1_pq
[S_+, T^1_pq] = 0.

In the same way [S_−, T^1] = √2 T^0, [S_−, T^0] = √2 T^−1 and [S_−, T^−1] = 0. Each T^m changes the projection by m, so [S_z, T^m] = m T^m. These are the rules by which S_± and S_z act on a spin-one state |1 m⟩.

Q: That is a similarity of algebra. How does it become a statement about matrix elements?

A: Act with T^m on |I S M⟩. Since S_+T^m = [S_+,T^m] + T^mS_+, the vectors T^m|I S M⟩ transform under total spin like the products |S M⟩|1 m⟩. We can therefore couple them:

|Ψ S''M''⟩ = Σ_{M+m=M''} ⟨S M;1 m|S''M''⟩ T^m_pq|I S M⟩.

This vector, if it is not zero, has spin S'' and projection M''. Its overlap with ⟨J S'M'| vanishes unless S'' = S' and M'' = M', because S² and S_z are Hermitian. The remaining overlap does not depend on M'. To see this, let c² = S'(S'+1) − M'(M'+1), the value of S_−S_+ in a state of projection M'. Then

⟨J S' M'+1|Ψ S' M'+1⟩ = ⟨J S'M'|S_−S_+|Ψ S'M'⟩/c² = ⟨J S'M'|Ψ S'M'⟩.

Call this number u_pq. The Clebsch–Gordan coefficients form a real orthogonal matrix, so the coupling can be inverted, T^m|I S M⟩ = Σ_{S''} ⟨S M;1 m|S''M''⟩|Ψ S''M''⟩, and

⟨J S'M'|T^m_pq|I S M⟩ = ⟨S M;1 m|S'M'⟩ u_pq.

This is the Wigner–Eckart theorem with its factor fixed by our definition of u. It requires that the components of each multiplet be connected by S_± with positive factors. If they are diagonalized separately, their signs are arbitrary and the statement fails for the signs.

Q: So I divide the density by the coefficient. When am I dividing by zero?

A: For S' = S we can find the coefficients by applying the theorem to the total spin itself, whose vector components are S_0 = S_z and S_{±1} = ∓S_±/√2. Their elements are M and ∓√(S(S+1) − M(M±1))/√2, and the coefficients are these numbers divided by a common r. For a final projection M', the squares of the three coefficients must add up to one:

r² = M'² + ½[S(S+1) − M'(M'−1)] + ½[S(S+1) − M'(M'+1)] = S(S+1).

The standard phase convention takes r positive. Hence

⟨S M;1 0|S M⟩ = M/√(S(S+1))
⟨S M;1 ±1|S M±1⟩ = ∓√[S(S+1) − M(M±1)]/√(2S(S+1)).

The first vanishes at M = 0. The second vanishes only where M±1 would leave the multiplet.

Q: And for different spins? I would rather not find another zero there later.

A: Write x_m for the amplitude of |S M−m⟩|1 m⟩ in the coupled state of total projection M. The coupled state is an eigenstate of S·s, where s is now the spin-one operator. The eigenvalue is ½[S'(S'+1) − S(S+1) − 2], which is S for S' = S+1 and −(S+1) for S' = S−1. With S·s = S_zs_z + ½(S_+s_− + S_−s_+), the rows m = 1 and m = −1 for S' = S+1 read

(S−M+1) x_1 = √[(S+M)(S−M+1)/2] x_0
(S+M+1) x_−1 = √[(S−M)(S+M+1)/2] x_0.

Set a = S−M+1 and b = S+M+1. Normalization gives

1 = x_0²[1 + (b−1)/(2a) + (a−1)/(2b)] = x_0² (a+b)(a+b−1)/(2ab).

Since a+b = 2S+2,

⟨S M;1 0|S+1 M⟩ = √[(S+1−M)(S+1+M)/((S+1)(2S+1))].

For S' = S−1 the same two rows are

(S+M) x_1 = −√[(S+M)(S−M+1)/2] x_0
(S−M) x_−1 = −√[(S−M)(S+M+1)/2] x_0.

With a = S−M and b = S+M, normalization becomes 1 = x_0²(a+b)(a+b+1)/(2ab), where a+b = 2S, so

⟨S M;1 0|S−1 M⟩ = −√[(S−M)(S+M)/(S(2S+1))].

The signs follow from the convention that, at the highest total projection, the amplitude containing |S S⟩ is positive. For S−1 that amplitude is x_−1, and raising the total projection feeds x_−1 from x_−1 alone, so its sign is the same for all M and x_0 has the opposite one. For S+1 it is x_1, which lowering feeds from x_1 alone, and x_0 has the same sign.

The first result is nonzero for |M| ≤ S. The second vanishes at |M| = S, a projection that the multiplet S−1 does not have. The rows also show that, for |M| ≤ S, x_±1 is nonzero whenever both states exist. At |M| = S+1 the coupled state is a single product with amplitude one. Among allowed projections there is thus one kind of zero: S = S' ≥ 1 with M = m = 0. Half-integer spins have no M = 0 and never meet it.

Q: At that zero the theorem says density = 0·u. Is there a physical reason, or is it an accident of a table?

A: There is a symmetry. Rotate the spins by π about y. Then α → β and β → −α. A state |S 0⟩ behaves like a symmetric combination of S spins α and S spins β, so it acquires the factor (−1)^S. The operator T^0 exchanges its two terms and changes sign. Therefore

⟨J S'0|T^0_pq|I S 0⟩ = −(−1)^{S+S'} ⟨J S'0|T^0_pq|I S 0⟩.

For S' = S the element equals its own negative. At M = 0 the α and β transition densities are equal and their difference cancels, whatever the spatial states are. The zero carries no information about u.

Q: Show me a case small enough to do by hand, with a zero density and a nonzero u.

A: Take two electrons. Triplet I occupies orbitals a and b, triplet J occupies a and c. Their M = 0 states are

|I 1 0⟩ = (a†_{aα}a†_{bβ} + a†_{aβ}a†_{bα})|vac⟩/√2,

and the same with c in place of b for J. Moving the electron from b to c with T^0 gives

T^0_cb|I 1 0⟩ = ½(a†_{aβ}a†_{cα} − a†_{aα}a†_{cβ})|vac⟩.

The minus sign makes this a singlet, so its overlap with |J 1 0⟩ is zero. With T^1 instead,

T^1_cb|I 1 0⟩ = −a†_{cα}a_{bβ}a†_{aα}a†_{bβ}|vac⟩/√2 = −a†_{aα}a†_{cα}|vac⟩/√2.

Two anticommutations, one moving a_{bβ} past a†_{aα} and one reordering the creators, cancel in sign. The result is −|J 1 1⟩/√2. The coefficient ⟨1 0;1 1|1 1⟩ is also −1/√2, so u_cb = 1.

Q: So the cure is to use the spin-flip density?

A: Yes, and for every integer S ≥ 1 the coefficient is the same, since √(S(S+1))/√(2S(S+1)) = 1/√2. The recipe is

|J S 1⟩ = S_+|J S 0⟩/√(S(S+1))
u_pq = −√2 ⟨J S 1|T^1_pq|I S 0⟩.

This costs one application of S_+ to a wave function already at hand. One may also compute both states at M = 1 and divide the T^0 density by 1/√(S(S+1)). If those states come from a separate diagonalization, u is then fixed up to one overall sign for the pair. That sign can matter when several multiplets interfere, for instance when such densities are combined with singlet-triplet densities taken from the M = 0 states.

For S = S' = 0 there is no cure, because there is nothing to repair. Spin zero and spin one cannot couple to spin zero, every element is zero, and so is the coupling. The same holds for |S'−S| > 1.

Q: Now give me the matrix elements themselves.

A: Insert the theorem into H_SO and define L_k = Σ_pq h_{k;pq}u_pq, with spherical components formed as for h. For given M and M' one term of the sum survives:

⟨J S'M'|H_SO|I S M⟩ = (1/√2)(−1)^m ⟨S M;1 m|S'M'⟩ L_{−m}, m = M'−M.

From a singlet to a triplet the coefficient is one, and the elements are

M' = 1: −(L_x − i L_y)/2
M' = 0: L_z/√2
M' = −1: (L_x + i L_y)/2.

For equal spins the coefficients are those of the total spin divided by √(S(S+1)), so the whole block is

⟨J S M'|H_SO|I S M⟩ = L·⟨S M'|S|S M⟩/√(2S(S+1)).

For two triplets this is ½ L·S. The element with M = M' = 0 is zero because S_z is zero there, while its neighbours are (L_x ∓ i L_y)/(2√2). You were right about that one element and wrong about the block.

Q: What if I have the density for I→J and need J→I?

A: Use (T^0_pq)† = T^0_qp and take the complex conjugate of an element with m = 0. For S' = S+1 the forward and backward coefficients have the ratio

⟨S M;1 0|S+1 M⟩/⟨S+1 M;1 0|S M⟩ = −√[(2S+3)/(2S+1)].

For S' = S it is 1, taken at M ≠ 0. For S' = S−1 it is the inverse of the first case with S replaced by S−1. All three are contained in

u^{J→I}_qp = (−1)^{S'−S} √[(2S'+1)/(2S+1)] (u^{I→J}_pq)*.

For equal integer or half-integer spins S ≥ ½ this has a consequence at I = J. With real orbitals and a real, spatially nondegenerate state, u is real and symmetric. The spin-orbit integrals are imaginary and Hermitian, as for an angular momentum, hence antisymmetric. The contraction L then vanishes, and H_SO does not split such a multiplet in first order. In a spatially degenerate term, L between different partner states need not vanish, so a first-order splitting becomes possible. Symmetry can still forbid it: with h proportional to the orbital angular momentum, one electron in a t_2g shell of d orbitals is split, while one in an e_g shell is not.

Q: The individual elements depend on my choice of z axis. Is there a number for the strength that does not?

A: Sum the squares over M and M'. Summed over all m as well, the squared coefficients give 2S'+1, one for each normalized coupled state. Each m receives an equal share: tracing the projector on spin S' over the states of spin S leaves a rotationally invariant operator on spin one, which is a multiple of the unit matrix. With the factor (1/√2)² this gives

Σ_{MM'} |⟨J S'M'|H_SO|I S M⟩|² = [(2S'+1)/6] (|L_x|² + |L_y|² + |L_z|²).

Q: Let me see it with numbers, and for a case with more than two electrons.

A: Take four electrons in four real orbitals without spatial symmetry. This is a model with round parameters: orbital energies 0, 1.5, 3.2 and 5.0 eV, repulsions 4.5 eV within and 4.0 eV between orbitals, exchange 0.3 eV, and spin-orbit integrals of 0.01 to 0.05 eV in magnitude. The hoppings and all integrals are in the numerical output. There are 20 singlets, 15 triplets and one quintet. The lowest triplets T1 and T2 lie 0.906 and 2.499 eV above the lowest singlet S0.

For T1→T2 the largest M = 0 density element is 2×10⁻¹⁶, which is rounding noise. The spin-flip density has the element −0.66834 in row 2, column 1, so

u_21 = −√2 × (−0.66834) = 0.9452.

This is the largest element of u. It transfers an electron from orbital 1 to orbital 2.

Since h is antisymmetric, L needs the differences u_pq − u_qp for p < q. For the pairs 12, 13, 14, 23, 24, 34 they are −0.9842, −0.1435, 0.0560, −0.0454, −0.0197 and −0.0057. With the integrals Im h_z,

Im L_z = 0.05(−0.9842) + 0.01(−0.1435) − 0.02(0.0560) + 0.03(−0.0454) + 0.04(−0.0197) + 0.01(−0.0057) = −0.0540 eV.

The other components are Im L_x = −0.0281 eV and Im L_y = 0.0156 eV. The element from M = 1 to M' = 1 is L_z/2 = −0.0270i eV. From M = 0 to M' = 1 we get

(L_x − i L_y)/(2√2) = (0.0156 − 0.0281i)/2.828 = 0.0055 − 0.0099i eV.

The root of the summed squares is √[½(0.0281² + 0.0156² + 0.0540²)] = 0.0444 eV, or 358 cm⁻¹. For S0→T1, where the M = 0 density works directly, it is 0.0272 eV, or 220 cm⁻¹. The pair with the vanishing density is the more strongly coupled of these two.

Q: You have used the theorem to get these numbers. What shows that the phases of many such blocks fit together?

A: A test of the whole spectrum. The reduced densities of the 36 multiplets, obtained from their M = 0 states, give a 70×70 interaction matrix. Its eigenvalues agree with those of the full Hamiltonian in the determinant basis, where H_SO is built from Pauli matrices, to about 10⁻¹³ eV. A wrong relative sign between blocks could change these levels.

Q: And if I had believed my zeros and dropped the equal-spin blocks?

A: Then the levels of this model would move by up to 0.0011 eV. Take the three sublevels of T1 as an example. Relative to the spin-free T1 energy, they lie at −0.00138, −0.00130 and −0.00093 eV. With the equal-spin blocks dropped they lie at −0.00084, −0.00032 and +0.00014 eV. Their total spread becomes 0.00099 eV instead of 0.00045 eV, more than twice the correct value.

Q: Why does dropping a coupling make the splitting larger?

A: Second-order perturbation theory shows how each multiplet acts on the three sublevels. Here L is a real vector times i. The singlet S0 couples to one combination of T1 components, the one with zero spin projection along the direction of L for that pair. Since S0 lies below, it pushes this combination up by

0.0272²/0.906 = 0.00082 eV.

The block with T2 is ½ L·S, which acts on the two components with projection ±1 along its own L and not on the third. T2 lies 1.593 eV above T1, so it pushes each of the two down by

(0.0281² + 0.0156² + 0.0540²)/(4 × 1.593) = 0.00062 eV.

Apart from a common shift, both multiplets raise the zero-projection component along their own L relative to the other two. These two alone cannot narrow the spread: the component perpendicular to both axes is not raised at all, and the highest level stays at least 0.00082 eV above it. The narrowing needs the other multiplets as well, because they decide which direction lies lowest. A singlet above T1 lowers the zero-projection component along its L. The higher singlets and the quintet are what bring two levels of the dropped set down to −0.00084 and −0.00032 eV, where S0 alone would leave them at zero. A triplet above T1 whose L lies near the direction of the lowest level lowers that level less than the others and so reduces the spread. T2 is such a triplet here: in second order, adding it alone to the dropped set reduces the spread from 0.00099 to about 0.00076 eV, and the higher triplets bring it down to 0.00045 eV. In this model the full set of couplings leaves a smaller spread than the set without equal spins, which is a property of these parameters and no general rule.

The sum of the three shifts is easier to follow. Restoring the equal-spin blocks lowers it from −0.00102 to −0.00360 eV, a change of −0.00258 eV. T2 supplies about −0.00124 eV of this. The higher triplets also lie above T1 and lower the sum in second order; I have not separated their shares.

Q: Where would the method itself let me down?

A: If the states are spin-contaminated, the density at one M no longer determines the others. If the two-electron spin-orbit terms are kept explicitly instead of as a mean field, they are still linear in the electron spins, so the same coefficients apply, but u must come from a two-particle transition density. The spin-spin interaction is bilinear in the spins and has a part of rank two, which needs other coefficients. It also contributes to the splitting of a triplet, so the sublevels above are those of the spin-orbit model and not a complete zero-field splitting.

Values computed for the example and the checks

```
orbital energies (eV): 0.00 1.50 3.20 5.00
U, V, K (eV): 4.50 4.00 0.30
orbital pairs, numbered from 1: 12 13 14 23 24 34
hopping for these pairs (eV): 0.30 0.20 0.10 -0.25 0.15 0.35
Im h_x for these pairs (eV): 0.03 -0.02 0.01 0.04 0.02 -0.03
Im h_y for these pairs (eV): -0.02 0.04 0.03 0.01 -0.03 0.02
Im h_z for these pairs (eV): 0.05 0.01 -0.02 0.03 0.04 0.01
number of singlets, triplets, quintets: 20 15 1
E(T1) - E(S0) (eV): 0.90615
E(T2) - E(S0) (eV): 2.49881
E(Q) - E(S0) (eV): 4.66380
T1->T2 largest |M=0, m=0 density|: 2.3e-16
T1->T2 m=+1 density, row 1: -0.14135 0.02762 0.01055 0.00126
T1->T2 m=+1 density, row 2: -0.66834 0.13482 0.05043 0.00551
T1->T2 m=+1 density, row 3: -0.09095 0.01836 0.00683 0.00074
T1->T2 m=+1 density, row 4: 0.04085 -0.00839 -0.00328 -0.00029
T1->T2 reduced density u, row 1: 0.19991 -0.03906 -0.01491 -0.00179
T1->T2 reduced density u, row 2: 0.94518 -0.19066 -0.07131 -0.00779
T1->T2 reduced density u, row 3: 0.12862 -0.02596 -0.00966 -0.00104
T1->T2 reduced density u, row 4: -0.05776 0.01186 0.00463 0.00042
u from M=1 states, largest deviation: 3.0e-14
S0->T1 Im L_x, L_y, L_z (eV): 0.025170 0.021772 0.019335
S0->T1 root of summed squares: 0.027216 eV = 219.51 cm^-1
T1->T2 Im L_x, L_y, L_z (eV): -0.028134 0.015646 -0.053971
T1->T2 root of summed squares: 0.044436 eV = 358.40 cm^-1
T1->Q Im L_x, L_y, L_z (eV): 0.003868 0.038200 -0.024332
T1->Q root of summed squares: 0.041495 eV = 334.68 cm^-1
S0->T1 M=0 to M'=1, Re Im (eV): -0.010886 -0.012585
S0->T1 M=0 to M'=0, Re Im (eV): 0.000000 0.013672
S0->T1 M=0 to M'=-1, Re Im (eV): -0.010886 0.012585
T1->T2 M=1 to M'=1, Re Im (eV): 0.000000 -0.026985
T1->T2 M=1 to M'=0, Re Im (eV): -0.005532 -0.009947
T1->T2 M=1 to M'=-1, Re Im (eV): 0.000000 0.000000
T1->T2 M=0 to M'=1, Re Im (eV): 0.005532 -0.009947
T1->T2 M=0 to M'=0, Re Im (eV): 0.000000 0.000000
T1->T2 M=0 to M'=-1, Re Im (eV): -0.005532 -0.009947
T1->T2 M=-1 to M'=1, Re Im (eV): 0.000000 0.000000
T1->T2 M=-1 to M'=0, Re Im (eV): 0.005532 -0.009947
T1->T2 M=-1 to M'=-1, Re Im (eV): 0.000000 0.026985
all elements, formula minus direct, largest (eV): 3.7e-17
all 70 levels, formula minus direct, largest (eV): 1.4e-13
all 70 levels, equal-spin coupling dropped (eV): 0.001119
T1 sublevel shifts, direct (eV): -0.0013796 -0.0012958 -0.0009291
T1 sublevel shifts, formula (eV): -0.0013796 -0.0012958 -0.0009291
T1 sublevel shifts, dropped (eV): -0.0008445 -0.0003237 0.0001438
smallest T1 weight in its sublevels: 0.99848
```
